# How a thin oxide shifts the frequency of a quartz resonator, part 2

A quartz crystal carries a metal film, and its resonance frequency falls as the film oxidizes. The question is how much oxide has grown, given that only the oxygen is new mass. SI units are used.

The plate occupies $0<z<h$. Its displacement $u$ is parallel to the faces and the same at every lateral position. A prime means $d/dz$, $\tau$ is the shear stress and $\omega=2\pi f$. Quartz has density $\rho_q$, shear modulus $\mu_q$ and impedance $Z_q=\sqrt{\rho_q\mu_q}$; the bare fundamental is $f_0$. A layer of areal mass $m$ on the face $z=h$ has the mass ratio

$$\varepsilon=\frac{m}{\rho_qh}=\frac{2f_0m}{Z_q}.\tag{3}$$

If it is thin, the frequency follows the law

$$\Delta f=-\frac{2f_0^2\,m}{\sqrt{\rho_q\mu_q}} .\tag{1}$$

A lumped mass on a spring would give half this shift.

The wave derivation describes a layer of impedance $Z_f$ and shear phase $\theta=\omega m/Z_f$ by its load $L=Z_f\tan\theta$. The resonance condition is

$$Z_q\tan\!\left(\pi\frac{f}{f_0}\right)+L=0 .\tag{5}$$

With $r=Z_q/Z_f$, the relative shift $\delta=\Delta f/f_0$ is

$$\delta=-\varepsilon+\varepsilon^2-\left[1+\frac{\pi^2}{3}(r^2-1)\right]\varepsilon^3+\dots\tag{7}$$

If the crystal already carries a film and has frequency $f_b$ before the mass $m$ arrives,

$$\Delta f\approx-\frac{2f_b^2m}{Z_q}.\tag{10}$$

Viscous drag by a gas of density $\rho_g$ and viscosity $\eta_g$ on one face gives, relative to vacuum,

$$\Delta f_g=-\frac{f_0^{3/2}}{Z_q}\sqrt{\frac{\rho_g\eta_g}{\pi}} .\tag{11}$$

For air this is $-3.3$ Hz, or about $-2.9$ Hz with slip at the face.

The example crystal has $\rho_q=2650$ kg/m³, $\mu_q=29.5$ GPa and $f_0=5$ MHz. Hence $Z_q=8.8417\times10^6$ kg/(m² s), $h=333.65$ µm, and the sensitivity is 56.55 Hz per µg/cm². The model oxide has density 4000 kg/m³, shear modulus 100 GPa and thickness 10 nm; the shear phase across it is $6.28\times10^{-5}$ rad.

The piezoelectric effect has been left aside so far. The law is now derived from energies, without solving for the motion of the coated plate.

### A quotient of two energies

For displacements $u$ and $w$ of plate and layer together, define

$$S(u,w)=\int\mu\,u'w'\,dz,\qquad N(u,w)=\int\rho\,uw\,dz ,$$

where $\mu$ and $\rho$ take their local values. Write $S(u)$ for $S(u,u)$ and $N(u)$ for $N(u,u)$. The peak strain energy per area is $S(u)/2$, and the peak kinetic energy is $\omega^2N(u)/2$.

Let $u$ be a true mode of the coated plate, with frequency $\omega$, and let $w$ be any continuous displacement. Integration by parts gives

$$S(u,w)=\big[\mu u'w\big]-\int(\mu u')'w\,dz=\omega^2N(u,w).\tag{12}$$

The boundary term vanishes at the free outer faces. At the interface the contributions from the two sides cancel, because stress and displacement are continuous. The equation of motion $(\mu u')'=-\rho\omega^2u$ does the rest.

For $w=u$, (12) says that $\omega^2=S(u)/N(u)$. Now put a trial displacement $u_t=u+w$ into the same quotient. Since $S(u_t)=S(u)+2S(u,w)+S(w)$, and likewise for $N$, equation (12) cancels the first two terms of each:

$$\frac{S(u_t)}{N(u_t)}-\omega^2=\frac{S(w)-\omega^2N(w)}{N(u_t)} .\tag{13}$$

The error of the quotient is quadratic in the error $w$ of the trial displacement. A shape that is right to zeroth order in $\varepsilon$ gives the frequency right to first order.

### The law from the bare mode

Take as trial displacement the mode of the bare plate, $u_t=\cos(\pi z/h)$, and let the layer move as one with the face, where $u_t=-1$. The layer then has no strain and adds nothing to $S$. It adds $m(-1)^2=m$ to $N$. In the plate the mean of $\cos^2$ is one half, so

$$N(u_t)=\frac{\rho_qh}{2}+m=\frac{\rho_qh}{2}(1+2\varepsilon).$$

The strain integral $S(u_t)$ keeps its bare value $\omega_0^2\rho_qh/2$, with $\omega_0=2\pi f_0$. The quotient is $\omega_0^2/(1+2\varepsilon)$. Its square root, to first order, is

$$f=f_0(1+2\varepsilon)^{-1/2}\approx f_0(1-\varepsilon),\qquad \Delta f=-\varepsilon f_0=-\frac{2f_0^2m}{Z_q}.$$

This is the law again, and it shows where the lumped oscillator goes wrong. The layer sits where the motion is largest. The quartz moves with half that mean square amplitude on average, so a kilogram on the face counts as much as two kilograms spread through the plate. Mass on the other face counts equally, because there $u_t^2=1$ too.

### The orders that the trial misses

The expansion of the quotient gives $\omega_0^2(1-2\varepsilon+4\varepsilon^2)$. The wave result, squared, gives

$$\omega^2=\omega_0^2(1-\varepsilon+\varepsilon^2)^2=\omega_0^2(1-2\varepsilon+3\varepsilon^2)$$

through second order. The difference $\varepsilon^2\omega_0^2$ must be the error in (13), and this can be verified. In the coated plate the true shape is $\cos[(1-\varepsilon)s]$ to first order, with $s=\pi z/h$. The trial error is therefore

$$w=\cos s-\cos(s-\varepsilon s)\approx-\varepsilon s\sin s,\qquad \frac{dw}{ds}=-\varepsilon(\sin s+s\cos s).$$

With $\mu_q(\pi/h)^2=\rho_q\omega_0^2$ and $dz=(h/\pi)\,ds$, the numerator of (13) is

$$\frac{\rho_q\omega_0^2h}{\pi}\varepsilon^2\int_0^\pi\left[(\sin s+s\cos s)^2-s^2\sin^2s\right]ds .$$

The square bracket equals $\sin^2s+s\sin2s+s^2\cos2s$. The three integrals are $\pi/2$, $-\pi/2$ and $\pi/2$. The third follows from the second by parts, since $\int s^2\cos2s\,ds=[\tfrac12s^2\sin2s]-\int s\sin2s\,ds$ and the bracket vanishes at both ends. The sum is $\pi/2$, so the numerator is $\varepsilon^2\omega_0^2\rho_qh/2$. Division by $N(u_t)\approx\rho_qh/2$ gives $\varepsilon^2\omega_0^2$, as required.

The neglected strain in the layer can be found in the same way. Inside the layer the stress falls linearly from $\omega^2mU$ to zero, where $U$ is the amplitude of the face. With $h_f$ and $\mu_f$ the thickness and modulus of the layer, its strain integral is $\omega^4m^2U^2h_f/(3\mu_f)=\omega^2mU^2\theta^2/3$, because $\theta^2=\omega^2mh_f/\mu_f$. With $U^2\approx1$, (13) says that this lowers $\omega^2$ by the fraction $(m\theta^2/3)/(\rho_qh/2)=2\varepsilon\theta^2/3$. The frequency falls by half that fraction, $\varepsilon\theta^2/3=\pi^2r^2\varepsilon^3/3$. This is the third-order term in $r^2$ that the wave expansion contains.

### The electrical part of the stiffness

The energy route extends readily to the piezoelectric coupling set aside so far. Let $E$ be the electric field along $z$, $D$ the electric displacement, $e$ the piezoelectric constant, $\kappa_q$ the permittivity and $c$ the modulus at fixed field. Then

$$\tau=cu'-eE,\qquad D=eu'+\kappa_qE .$$

Quartz is an insulator, so $D$ does not vary with $z$. Elimination of $E=(D-eu')/\kappa_q$ gives $\tau=\mu_qu'-eD/\kappa_q$, with $\mu_q=c+e^2/\kappa_q$. This stiffened modulus is the one meant in the law. If the two faces are at equal voltage, $\int E\,dz=0$, so $D=e\,\Delta u/h$ with $\Delta u=u(h)-u(0)$. Hence

$$\tau=\mu_q\left(u'-k_e^2\frac{\Delta u}{h}\right),\qquad k_e^2=\frac{e^2}{\kappa_q\mu_q}.\tag{14}$$

The second term is uniform and drops out of $\tau'$, so the wave equation is unchanged. The fundamental is $u=\sin[q(z-h/2)]$. Put $X=qh/2$. Then $\Delta u=2\sin X$, and zero stress at the faces requires $q\cos X=2k_e^2\sin X/h$, or $\tan X=X/k_e^2$. For small $k_e^2$ write $X=\pi/2-\eta$. The tangent is then about $1/\eta$, so $\eta=2k_e^2/\pi$. The frequency is proportional to $q$, and the shorted crystal has

$$f_s=f_0\frac{2X}{\pi}=f_0\left(1-\frac{2\eta}{\pi}\right).$$

The integral of $\tau w'$ over the quartz, with $\tau$ from (14), is $\mu_q[\int u'w'dz-k_e^2\Delta u\,\Delta w/h]$. This is symmetric in $u$ and $w$, so (12) and (13) hold with this new $S$. The bare shorted mode may again serve as the trial. An added mass lowers $\omega^2$ by the fraction $mu(h)^2/(\rho_q\int u^2dz)$, and $f$ by half of it. To first order in $\eta$, $u(h)^2=1$ and

$$\int_0^hu^2dz=\frac h2\left(1-\frac{\sin2X}{2X}\right)\approx\frac h2\left(1-\frac{2\eta}{\pi}\right).$$

The true shift is thus $-f_s\varepsilon(1+2\eta/\pi)$. The law evaluated with the measured $f_s$ gives $-2f_s^2m/Z_q=-f_s\varepsilon(f_s/f_0)=-f_s\varepsilon(1-2\eta/\pi)$. The ratio of the two is $1+4\eta/\pi=1+8k_e^2/\pi^2$. For a rough $k_e^2=0.008$ the true shift exceeds the law by 0.65%, and a mass inferred from the law is too large by that fraction. This figure assumes that $Z_q$ is built from the exact stiffened modulus. Tabulated constants for the AT cut give about 29.2 GPa for it; with the customary 29.5 GPa in $Z_q$, the excess for a real crystal is about 1.1%.

### A worked oxidation

The 5 MHz crystal described above now carries 200 nm of a model metal with density 3000 kg/m³ and shear modulus 30 GPa. The electrical coupling is again left out. Oxidation forms 10 nm of the model oxide, with density 4000 kg/m³ and oxygen mass fraction $w_O=0.4$. No metal evaporates and nothing but oxygen is taken up. The new oxide weighs 4 µg/cm², of which $0.4\times4=1.6$ µg/cm² is oxygen. The remaining 60% came from the metal, which has become thinner by $0.6\times4000\times10/3000=8$ nm.

The metal weighs $6\times10^{-4}$ kg/m² and the quartz 0.88417 kg/m², a ratio of $6.79\times10^{-4}$. The full layered model gives $f_b=4\,996\,609.27$ Hz before and $4\,996\,518.92$ Hz after oxidation, a shift of $-90.356$ Hz. The law with the bare frequency gives $-1.6\times56.55=-90.48$ Hz, which is 0.138% too large relative to the layered model. The law with $f_b$ gives $-90.358$ Hz.

The inverse problem starts from the shift:

$$m_O=-\frac{\Delta f\,Z_q}{2f_b^2}=\frac{90.356\times8.8417\times10^6}{2(4.99661\times10^6)^2}=1.600\times10^{-5}\ \text{kg/m}^2 .$$

The oxide thickness is $m_O/(w_O\rho_{ox})=1.600\times10^{-5}/(0.4\times4000)$ m, or 10.0 nm. The agreement with the input confirms the law but not the material data: the same density and oxygen fraction were used in both directions. In an experiment the frequency gives only the net mass gained, which equals $m_O$ if nothing else is lost or taken up. A 10% error in density then makes an error of about 10% in thickness. If the uptake is mistaken for the mass of the whole oxide, the result is 4.0 nm. One hertz corresponds to 0.111 nm of grown oxide.

### Beside a real microbalance

The quartz data are rough values for an AT-cut crystal; the metal and the oxide represent no particular material. A real crystal has electrodes on both faces, whose masses add to first order. Its motion also fades toward the rim. If the amplitude follows a slowly varying profile $g(x,y)$, the energy argument replaces $m$ by $\int mg^2dA/\int g^2dA$, so a uniform oxide keeps the law while a patch does not. This neglects lateral strain in the oxide, which matters by a fraction of order $(v_f/\omega\ell)^2$ for a profile of width $\ell$, with $v_f$ the shear speed in the oxide. Here $v_f/\omega$ is 10 nm divided by $6.28\times10^{-5}$, or 0.16 mm, so the fraction is a few tenths of a percent for $\ell=3$ mm when the oxide is deposited. For a grown oxide the signal comes from the oxygen alone, while the stiffness changes by that of the oxide less that of the metal consumed; the fraction then rises to between 0.6% and 1% for the same $\ell$.

Larger errors come from conditions that drift during oxidation. A film under stress $\sigma$ pulls on the plate with a force $\sigma h_{ox}$ per unit width, where $h_{ox}$ is the oxide thickness. Balance of forces gives a mean stress of size $\sigma h_{ox}/h$ in the quartz. With a rough coefficient of $3\times10^{-11}$ per pascal for the relative frequency change, and an assumed film stress of 1 GPa, the effect is

$$5\times10^6\times3\times10^{-11}\times10^9\times\frac{10\ \text{nm}}{333.65\ \mu\text{m}}=4.5\ \text{Hz},$$

or 5% of the oxidation signal. A temperature coefficient of 1 ppm/K gives 5 Hz for a change of 1 K, or 5.5%. This is a rough value near 80 °C for an AT crystal cut for room temperature. The slope grows roughly as the square of the distance from room temperature and is about 10 ppm/K, or 50 Hz per kelvin, near 200 °C. Heating by many kelvin can therefore hide the oxide unless the drift is measured separately. The viscous drag of air let into an evacuated cell gives 3.7% for one face from (11), or about 3% with slip. Each of these outweighs the errors of 0.138% and 0.65% found above. The numerical output lists the values used.

### What each derivation assumes

Both routes assume linear elasticity and a firm bond, and both lead to the law when the added mass and the shear phase across the layer are small. They differ in what must be known about the motion.

The wave route needs the form of the motion in every layer, and so it assumes uniform layers with flat interfaces. In return its resonance condition holds for any shear phase across the layer. It gives the higher orders directly, describes soft layers, and accepts a complex load, so that damping by a gas can be included.

The energy route needs only the bare mode and the statement that a thin layer follows the face. It explains the factor of two by the place where the mass sits, and it carries over to shorted electrodes and to lateral profiles without a new solution for the coated crystal. As used here it works with real, conserved energies, which leaves out viscous loss. It also requires a trial shape close to the true one. When the phase across a soft layer approaches one radian, the layer no longer moves with the face, and the simple trial fails even though the added mass may still be small.

## Numbers as computed

```
quartz density (rough): 2650 kg/m^3
quartz shear modulus (rough): 29.5 GPa
bare fundamental f0: 5 MHz
sqrt(density*modulus) of quartz: 8.8417e+06 kg/(m^2 s)
quartz thickness: 333.65 um
quartz areal mass: 0.88417 kg/m^2
sensitivity 2 f0^2/Zq: 56.55 Hz per ug/cm^2
metal density: 3000 kg/m^3
metal shear modulus: 30 GPa
metal thickness before: 200 nm
metal consumed: 8 nm
oxide density: 4000 kg/m^3
oxide shear modulus: 100 GPa
oxide thickness: 10 nm
oxygen mass fraction: 0.4
whole oxide areal mass: 4 ug/cm^2
oxygen uptake: 1.6 ug/cm^2
oxide/quartz mass ratio: 4.524e-05
shear phase across oxide: 6.28e-05 rad
deposited oxide, layered model: -226.192 Hz
deposited oxide, mass law: -226.202 Hz
deposited oxide, third overtone: -678.575 Hz
frequency before oxidation: 4996609.27 Hz
frequency after oxidation: 4996518.92 Hz
oxidation shift, layered model: -90.3564 Hz
oxidation shift, law with f before: -90.358 Hz
oxidation shift, law with bare f0: -90.4807 Hz
error from using bare f0: 0.138 %
recovered oxygen uptake: 1.6 ug/cm^2
recovered oxide thickness: 9.9998 nm
thickness if uptake read as oxide: 3.9999 nm
grown oxide thickness per 1 Hz: 0.111 nm
soft layer: density: 1000 kg/m^3
soft layer: shear modulus: 1 MPa
soft layer: thickness: 1 um
soft layer: shear phase: 0.9935 rad
soft layer: true shift / mass law: 1.539
squared coupling k^2 (rough): 0.008
coupling: true shift above law by: 0.648 %
stress coefficient (rough): 3e-11 1/Pa
film stress assumed: 1 GPa
stress effect, magnitude: 4.5 Hz
stress effect / oxidation signal: 5 %
thermal coefficient (rough): 1 ppm/K
drift for 1 K, magnitude: 5 Hz
1 K drift / oxidation signal: 5.5 %
air density (rough): 1.2 kg/m^3
air viscosity (rough): 1.8e-05 Pa s
vacuum to air, one face: -3.3 Hz
air effect / oxidation signal: 3.7 %
```
